# Spin-orbit coupling and Berry phase in the linear E x e Jahn-Teller model, part 2

A molecule or defect with a threefold axis \(z\) and vertical mirror planes has one unpaired electron in a degenerate pair of real orbitals (a \({}^2E\) term). The pair couples linearly to one harmonic e mode with dimensionless coordinates \(q_x=q\cos\varphi\), \(q_y=q\sin\varphi\). Without electronic coupling the nuclear Hamiltonian is

\[
\tfrac12\hbar\omega\big(-\partial_{q_x}^2-\partial_{q_y}^2+q_x^2+q_y^2\big).
\]

Here \(\hbar\omega\) is the vibrational quantum, \(f>0\) the linear coupling (an energy), and \(\Delta\) the spin-orbit splitting at \(q=0\). The Pauli matrices \(\sigma_x,\sigma_y,\sigma_z\) act on the two real orbitals, and \(s=\pm1\) labels the spin projection on the threefold axis. In each spin block the electronic matrix is

\[
h_s=f(q_x\sigma_z+q_y\sigma_x)+\tfrac12\Delta s\sigma_y ,
\]

with eigenvalues \(\pm R\), \(R=\sqrt{f^2q^2+\Delta^2/4}\). The lower surface \(W_-=\tfrac12\hbar\omega q^2-R\) has the slope

\[
\frac{dW_-}{dq}=q\Big(\hbar\omega-\frac{f^2}{R}\Big).
\]

Put \(E_{\rm JT}=f^2/(2\hbar\omega)\) and \(x=\Delta/(4E_{\rm JT})\). The theorem states:

(a) For \(x<1\) the minima of the lower surface form a ring of radius \(q_0=(f/\hbar\omega)\sqrt{1-x^2}\), where \(R=2E_{\rm JT}\). For \(x\ge1\) the surface has a single minimum, at \(q=0\).

(b) For \(x<1\) the ring lies below the symmetric point by \(D=E_{\rm JT}(1-x)^2\).

(c) For \(0<x<1\) the Berry phase of the lower state, taken once counterclockwise around the ring, is \(\gamma_s=s\pi(1-x)\) modulo \(2\pi\).

Parts (a) and (b) have been proved; part (c) has not.

The worked example has \(\hbar\omega=50\) meV, \(f=100\) meV and \(\Delta=120\) meV, so \(E_{\rm JT}=100\) meV, \(x=0.30\), \(q_0=1.908\) and \(D=49\) meV.

For a normalized eigenvector \(|u(\varphi)\rangle\) that returns to itself around a counterclockwise loop, the Berry phase is

\[
\gamma=i\oint\langle u|\partial_\varphi u\rangle\,d\varphi ,
\]

defined modulo \(2\pi\). The next step is to prove the following lemma.

**Lemma 3.** For \(\Delta>0\), on a circle of radius \(q\) about the origin,

\[
\gamma_s(q)=s\pi\Big(1-\frac{\Delta}{2R}\Big)\quad\text{modulo }2\pi .
\]

**Proof.** Use the orbital states \(|\pm\rangle=(1,\pm i)^T/\sqrt2\), which have \(\sigma_y=\pm1\). Direct multiplication gives \(\sigma_z|-\rangle=|+\rangle\) and \(\sigma_x|-\rangle=-i|+\rangle\). In this basis \(\sigma_z\), \(\sigma_x\), \(\sigma_y\) thus have the standard forms of the first, second and third Pauli matrices. Define an angle \(\theta\) by

\[
R\cos\theta=\tfrac12 s\Delta,\qquad R\sin\theta=fq .
\]

The electronic matrix becomes

\[
h_s=R\begin{pmatrix}\cos\theta&\sin\theta\,e^{-i\varphi}\\ \sin\theta\,e^{i\varphi}&-\cos\theta\end{pmatrix}.
\]

Its lower eigenvector is

\[
|u\rangle=\begin{pmatrix}\sin(\theta/2)\\-\cos(\theta/2)e^{i\varphi}\end{pmatrix}.
\]

To check this, the first row of \(h_s|u\rangle/R\) is \(\cos\theta\sin(\theta/2)-\sin\theta\cos(\theta/2)=-\sin(\theta/2)\). The second is \(e^{i\varphi}[\sin\theta\sin(\theta/2)+\cos\theta\cos(\theta/2)]=e^{i\varphi}\cos(\theta/2)\). Both equal \(-1\) times the corresponding component of \(|u\rangle\).

On the circle \(\theta\) is constant, and \(\langle u|\partial_\varphi u\rangle=i\cos^2(\theta/2)\). Hence

\[
\gamma_s=i\,(2\pi)\,i\cos^2(\theta/2)=-\pi(1+\cos\theta).
\]

For \(s=-1\), \(\cos\theta=-\Delta/(2R)\), which gives \(-\pi[1-\Delta/(2R)]\) directly. For \(s=+1\), \(\cos\theta=\Delta/(2R)\), and adding \(2\pi\) gives \(\pi[1-\Delta/(2R)]\). \(\square\)

### Proof of part (c)

On the ring of minima \(R=2E_{\rm JT}\), so \(\Delta/(2R)=\Delta/(4E_{\rm JT})=x\). Lemma 3 gives \(\gamma_s=s\pi(1-x)\) modulo \(2\pi\). \(\square\)

For the example with \(x=0.30\), the phases are \(0.70\pi\) for \(s=+1\) and \(-0.70\pi\) for \(s=-1\). They were obtained independently from overlaps of numerical eigenvectors around the ring. At \(x=0.60\) the magnitude is \(0.40\pi\), and at \(x=0.90\) it is \(0.10\pi\). Combining parts (b) and (c), with \(\gamma_s\) taken between \(-\pi\) and \(\pi\), gives

\[
D=E_{\rm JT}\Big(\frac{\gamma_s}{\pi}\Big)^2 .
\]

In the example this is \(100\times0.70^2=49\) meV. The relation belongs to this model and holds where the ring exists.

### Why the phase is not quantized

At \(\Delta=0\) the electronic matrix is real for every \(\mathbf q\). A nondegenerate eigenvector can then be chosen real along a loop that avoids the origin. After one circuit it returns to plus or minus itself, and the phase is 0 or \(\pi\). The term \(\tfrac12\Delta s\sigma_y\) is imaginary in the real basis, and the restriction is lost within a spin block.

Time reversal still holds for the complete Hamiltonian. It exchanges the blocks: \(h_s^*=h_{-s}\), because complex conjugation reverses \(\sigma_y\). If \(|u\rangle\) is the lower state of one block, \(|u^*\rangle\) is that of the other, and its Berry phase is the negative. Time reversal therefore fixes the relation \(\gamma_{-s}=-\gamma_s\) modulo \(2\pi\), but not the magnitude.

Since the lower level is degenerate, the phase of a single state could depend on how the two Kramers partners are combined. The object without this ambiguity is the two-by-two matrix that transports the pair around the loop. Because \(s\) is conserved, this matrix is diagonal in the spin blocks, with elements \(e^{i\gamma_+}\) and \(e^{i\gamma_-}\). A change of basis in the pair leaves its eigenvalues unchanged. The numerical eigenphases, \(\pm0.70\pi\), were found from the four-state problem without separating the spins.

### Corollary: the distributed curvature

**Corollary.** For \(\Delta>0\) the Berry phase of a simple closed loop is the integral over its interior of

\[
\Omega_s(q)=\frac{s\,\Delta f^2}{4R^3},
\]

modulo \(2\pi\).

**Proof.** An eigenvector regular at the origin is needed. For \(s=-1\), \(\theta\) tends to \(\pi\) there, and \(|u\rangle\) tends to \((1,0)^T\), which is regular. For \(s=+1\), \(\theta\) tends to 0, and \(e^{-i\varphi}|u\rangle\) tends to \((0,-1)^T\), which is regular too. With these choices the quantity \(A_\varphi=i\langle u|\partial_\varphi u\rangle\) is \(-\cos^2(\theta/2)\) for \(s=-1\) and \(\sin^2(\theta/2)\) for \(s=+1\). Inserting \(\cos\theta\) gives, in both cases,

\[
A_\varphi=\frac{s}{2}\Big(1-\frac{\Delta}{2R}\Big).
\]

The radial component \(i\langle u|\partial_q u\rangle\) vanishes. Only the real amplitudes depend on \(q\), and their contribution is half the derivative of the constant norm. Stokes' theorem converts the loop integral of \(A_\varphi\,d\varphi\) into an area integral with density \(q^{-1}\partial_qA_\varphi\). Since \(\partial_q(1/R)=-f^2q/R^3\),

\[
\frac1q\frac{\partial A_\varphi}{\partial q}=\frac1q\,\frac{s}{2}\,\frac{\Delta}{2}\,\frac{f^2q}{R^3}=\frac{s\Delta f^2}{4R^3}.\qquad\square
\]

A loop need not enclose the origin to acquire a phase. In the example, the circle of radius 1 centred at \((q_x,q_y)=(1.5,0)\) leaves the origin outside. For \(s=+1\) its phase is \(0.10\pi\), both from eigenvector overlaps and from the integrated curvature. Without spin-orbit coupling the phase of the same circle is zero.

The limit \(\Delta\to0\) follows from Lemma 3. For every fixed \(q>0\), \(\Delta/(2R)\to0\), so the flux through the disc tends to \(s\pi\). The curvature at any fixed point away from the origin tends to zero. All the flux then sits at the origin, and phases \(\pi\) and \(-\pi\) are equivalent.

At the other end, \(x\to1\), the ring phase vanishes because the ring shrinks to a point. The curvature itself does not vanish. Above the threshold there is no ring of minima, but a circle of chosen radius still has the phase given by Lemma 3.

### Proposition: pseudorotation levels

The phase becomes visible when the nuclei move around the ring.

**Proposition.** Let \(x<1\) be fixed and \(E_{\rm JT}/\hbar\omega\) be large. To leading order, the lowest vibronic levels of block \(s\) are

\[
E_s(j)=E_0+B\Big(j+\frac{sx}{2}\Big)^2,\qquad
B=\frac{(\hbar\omega)^2}{4E_{\rm JT}(1-x^2)},\qquad j=\pm\tfrac12,\pm\tfrac32,\dots
\]

with \(E_0\) independent of \(j\).

**Derivation.** In the basis \(|\pm\rangle\), write \(\tau=\pm1\) for the value of \(\sigma_y\). The element of \(h_s\) that carries \(|-\rangle\) to \(|+\rangle\) contains \(e^{-i\varphi}\). It raises \(\tau/2\) by one and lowers the vibrational angular momentum \(l=-i\partial_\varphi\) by one. The reverse element does the opposite. The sum \(j=l+\tau/2\) is thus conserved. Single-valued nuclear functions require integer \(l\), so \(j\) is half an odd integer.

The angular kinetic energy is \(\hbar\omega\,l^2/(2q^2)\). With \(l=j-\tau/2\) and \(\tau^2=1\),

\[
l^2=j^2-j\tau+\tfrac14 .
\]

In the lower electronic state the mean of \(\tau\) is \(\sin^2(\theta/2)-\cos^2(\theta/2)=-\cos\theta\). The mean angular energy is therefore

\[
\frac{\hbar\omega}{2q^2}\Big(j^2+j\cos\theta+\tfrac14\Big)
=\frac{\hbar\omega}{2q^2}\Big[\Big(j+\tfrac12\cos\theta\Big)^2+\tfrac14\sin^2\theta\Big].
\]

On the ring \(\cos\theta=sx\). The last term does not depend on \(j\) and belongs to \(E_0\). The prefactor follows from \(q_0^2=f^2(1-x^2)/(\hbar\omega)^2\) and \(f^2=2\hbar\omega E_{\rm JT}\):

\[
\frac{\hbar\omega}{2q_0^2}=\frac{(\hbar\omega)^3}{2f^2(1-x^2)}=\frac{(\hbar\omega)^2}{4E_{\rm JT}(1-x^2)}=B .
\]

Two approximations remain to be justified. First, \(q\) was set equal to \(q_0\). Differentiating the slope of the lower surface once more gives the radial curvature at the ring,

\[
\hbar\omega-\frac{f^2}{R}+\frac{f^4q_0^2}{R^3}=\frac{f^4q_0^2}{R^3}=\hbar\omega(1-x^2),
\]

because the first two terms cancel at \(R=2E_{\rm JT}\). A harmonic ground state in this radial potential has mean square displacement \(1/(2\sqrt{1-x^2})\). Relative to \(q_0^2\) this is

\[
\frac{\hbar\omega}{4E_{\rm JT}(1-x^2)^{3/2}},
\]

which is small in the stated limit. Second, transitions to the upper surface were neglected. The angular term \(-Bj\tau\) couples the surfaces with a strength of order \(B\), while their separation on the ring is \(4E_{\rm JT}\). The resulting shift is of order \(B^2/E_{\rm JT}\), small compared with \(B\). Radial motion couples them with a strength of order \(\hbar\omega/q_0\). Its product with the angular coupling, divided by \(E_{\rm JT}\), is \(B\) times a quantity of order \(\hbar\omega/(q_0E_{\rm JT})\), which also vanishes in the limit. The square of the radial coupling is independent of \(j\) at leading order. \(\square\)

**Relation to the Berry phase.** For \(s=+1\), put \(j=m-\tfrac12\) with integer \(m\). Then

\[
j+\frac x2=m-\frac{1-x}{2}=m-\frac{\gamma_+}{2\pi}.
\]

For \(s=-1\), put \(j=m+\tfrac12\), and \(j-x/2=m-\gamma_-/(2\pi)\) follows in the same way. The Berry phase acts like a magnetic flux through the ring and shifts the angular momentum by a fraction. At \(x=0\) the shift is one half, so the levels \(j=\pm\tfrac12\) coincide. For \(x>0\) and \(s=+1\) their separation is

\[
B\Big[\Big(\tfrac12+\tfrac x2\Big)^2-\Big(-\tfrac12+\tfrac x2\Big)^2\Big]=Bx .
\]

The block \(s=-1\) has the same energies with \(j\) reversed, so every level keeps its Kramers partner.

### What the full vibronic levels show

For \(s=+1\), the levels \(j=\tfrac12,-\tfrac12,-\tfrac32\) determine \(x\) without using a formula for \(B\). By the proposition, the first difference \(E(\tfrac12)-E(-\tfrac12)\) is \(Bx\). The second difference \(E(\tfrac12)-2E(-\tfrac12)+E(-\tfrac32)\) is \(2B\), since the second difference of \((j+x/2)^2\) for unit steps is 2. Twice the first divided by the second is therefore an estimate of \(x\).

Diagonalization of the complete linear vibronic model at \(x=0.30\) gives estimates of 0.313, 0.306 and 0.303 for \(E_{\rm JT}/\hbar\omega=20\), 40 and 80. The splitting itself exceeds \(Bx\) by 9.6, 4.5 and 2.2 percent of \(Bx\). The deviations decrease as the ratio grows, as the proposition requires.

The worked example has \(E_{\rm JT}/\hbar\omega=2\), far from that limit. There \(B=50^2/(4\times100\times0.91)=6.87\) meV, and the adiabatic estimate is \(Bx=2.06\) meV. The full splitting is 5.23 meV, about two and a half times the estimate. The relative mean square radial displacement estimated above is \(50/(400\times0.91^{3/2})\approx0.14\), so the nuclei are not confined to a narrow ring. The Berry phase of the ring remains \(0.70\pi\), since it is a property of the electronic states, but it cannot be read from these two levels by the ring formula. Both splittings are far below the electronic value \(\Delta=120\) meV, but only part of this reduction is due to the distortion. At \(f=0\) and \(s=+1\), the lowest level with \(j=-\tfrac12\) has \(\tau=-1\), \(l=0\). The lowest with \(j=\tfrac12\) is either \(\tau=+1\), \(l=0\), higher by \(\Delta\), or \(\tau=-1\), \(l=1\), higher by \(\hbar\omega\). The separation is the smaller of the two, 50 meV in the example. The vibronic coupling lowers it further: with the nuclei held fixed on the ring, the lower surface offers only one Kramers pair, and the splitting of \(j=\pm\tfrac12\) arises from motion around the ring. In the adiabatic estimate it is \(Bx\), which grows as \((\hbar\omega)^2\) when \(E_{\rm JT}\) and \(\Delta\) are held fixed.

### Where the theorem fails

Close to the threshold the ring has little dynamical meaning. At \(x=0.90\) the depth in the example is 1 meV, compared with a vibrational quantum of 50 meV. The threshold is a sharp change in the shape of the surface; it does not imply a sharp change in the vibronic spectrum.

Quadratic vibronic coupling can also change the threshold itself. Add to \(h_s\) the symmetry-allowed term

\[
g\big[(q_x^2-q_y^2)\sigma_z-2q_xq_y\sigma_x\big].
\]

The square of the electronic energy then gains \(2fgq^3\cos3\varphi+g^2q^4\). Near the origin the lower surface acquires the cubic term \(-(2fg/\Delta)q^3\cos3\varphi\). Along the most favourable directions its energy relative to the origin, up to fourth order in \(q\), has the form

\[
aq^2-bq^3+cq^4=q^2(a-bq+cq^2),\qquad b>0,
\]

with \(a\) the quadratic coefficient, which vanishes at \(x=1\). If \(c>0\), the bracket becomes negative for some \(q>0\) when \(b^2>4ac\). For small positive \(a\), a distorted minimum can thus lie below the symmetric one although \(x>1\). The ring is replaced by separate minima. As \(\Delta\) grows, the lowest minimum moves to the origin by a jump at \(b^2=4ac\), and the distorted minima survive as local minima until \(9b^2=32ac\). These two conditions rest on the fourth-order truncation, which is reliable only for \(|g|\) small compared with \(\hbar\omega\). The condition \(\Delta\ge4E_{\rm JT}\) then still makes the curvature at the origin non-negative, but it no longer guarantees that the distortion has vanished.

The numerical output below lists the distortion, depth and phase through the threshold of the linear model.

## Computed values

```
symmetry-allowed operators at q=0 (incl. identity): 2
vibrational quantum hw = 50.0 meV
linear coupling f = 100.0 meV
spin-orbit splitting delta = 120.0 meV
stabilization energy E_JT = 100.0 meV
threshold splitting 4 E_JT = 400.0 meV
ratio x = 0.3000
ring radius without spin-orbit = 2.0000 (dimensionless)
ring radius q0, numerical minimum = 1.9079 (dimensionless)
energy at symmetric point = -60.000 meV
energy at minimum = -109.000 meV
well depth = 49.000 meV
curvature at q=0, delta=120 meV: -116.667 meV
curvature at q=0, delta=500 meV: 10.000 meV
Berry phase on ring, s=+1: 0.7000 pi
Berry phase on ring, s=-1: -0.7000 pi
Kramers-pair eigenphases: -0.7000 pi, 0.7000 pi
off-centre loop: centre qx = 1.5, radius = 1.0
  phase with spin-orbit = 0.1001 pi
  integrated curvature = 0.1001 pi
  phase without spin-orbit = 0.0000 pi
x, delta (meV), distortion (dimensionless), depth (meV), ring phase (pi)
  0.00 0.0 2.000 100.000 1.0000
  0.30 120.0 1.908 49.000 0.7000
  0.60 240.0 1.600 16.000 0.4000
  0.90 360.0 0.872 1.000 0.1000
  0.98 392.0 0.398 0.040 0.0200
  1.00 400.0 0.000 0.000 no ring
  1.02 408.0 0.000 0.000 no ring
  1.25 500.0 0.000 0.000 no ring
E_JT/hw, x from vibronic levels, splitting / (B x)
  20 0.3132 1.0960
  40 0.3062 1.0454
  80 0.3030 1.0221
example: pseudorotation constant B = 6.868 meV
example: adiabatic estimate B x = 2.060 meV
example: full vibronic splitting j=+-1/2 = 5.230 meV
```
